# Why the Arrhenius slope of collective diffusion is not the adatom barrier: verification in Python

```python
"""
Collective diffusion of adatoms in a one-dimensional trough.
Result under test: at fixed coverage theta the Arrhenius slope of D is
  E_eff = E_d - x'(2/x + 1/P00) - x'(1/x + 1/Q)
          (hop-rate part)         (compressibility part)
with z = exp(-beta J), x = P(10) solving (theta-x)(1-theta-x) = z x^2,
P00 = 1-theta-x, Q = 2 theta(1-theta) - x, x' = dx/dbeta,
and D = a^2 Gamma0 x^3 / (theta^2 P00 Q).
J: nearest-neighbour energy (positive = repulsive); E_d: isolated barrier;
Gamma0 = nu exp(-beta E_d): isolated hop rate in EACH direction; a: spacing.
Energies in eV, beta in 1/eV; rates inside the tests are in units of Gamma0.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh, expm_multiply

KB = const.k / const.e
H_EV = const.h / const.e


# ---------- derived formulas ----------
def pair_10(theta, beta, J):
    g = theta * (1 - theta)
    return 2 * g / (1 + np.sqrt(1 - 4 * (1 - np.exp(-beta * J)) * g))


def formula_factors(theta, beta, J):
    """Mean hop rate per adatom R and thermodynamic factor Phi."""
    x = pair_10(theta, beta, J)
    p00, q = 1 - theta - x, 2 * theta * (1 - theta) - x
    return x**2 * (1 - theta) / (theta**2 * p00), x / ((1 - theta) * q)


def formula_D(theta, beta, J):
    x = pair_10(theta, beta, J)
    return x**3 / (theta**2 * (1 - theta - x) * (2 * theta * (1 - theta) - x))


def formula_shifts(theta, beta, J):
    x, z = pair_10(theta, beta, J), np.exp(-beta * J)
    p00, q = 1 - theta - x, 2 * theta * (1 - theta) - x
    dx = J * z * x**2 / (1 - 2 * x + 2 * z * x)
    return -dx * (2 / x + 1 / p00), -dx * (1 / x + 1 / q)


def saddle_formula(beta, J):
    """Mean-rate D at half coverage, saddle raised by J/2 per neighbour."""
    return 8 / (1 + np.exp(-beta * J / 2))**3


# ---------- microscopic definition on a ring ----------
def occupations(L):
    return (np.arange(2**L)[:, None] >> np.arange(L)) & 1


def neighbour(occ, k):
    """Occupation of site i+k, listed at site i."""
    return np.roll(occ, -k, axis=1)


def site_energy(occ, J, J2):
    return (J * (neighbour(occ, 1) + neighbour(occ, -1))
            + J2 * (neighbour(occ, 2) + neighbour(occ, -2)))


def hop_rates(occ, beta, J, J2=0.0, saddle=0.0):
    """Rates to the right and left; saddle = saddle shift per neighbour."""
    e = site_energy(occ, J, J2)
    rates = []
    for s in (1, -1):
        ts = saddle * (neighbour(occ, -s) + neighbour(occ, 2 * s))
        rates.append(occ * (1 - neighbour(occ, s)) * np.exp(beta * (e - ts)))
    return rates


OCC = occupations(14)
NUM = OCC.sum(axis=1)


def ensemble(theta, beta, J, J2=0.0, occ=OCC):
    """Grand-canonical probabilities of all ring configurations."""
    energy = 0.5 * (occ * site_energy(occ, J, J2)).sum(axis=1)
    num = occ.sum(axis=1)

    def prob(m):
        logw = m * num - beta * energy
        w = np.exp(logw - logw.max())
        return w / w.sum()
    m = brentq(lambda m: prob(m) @ num / occ.shape[1] - theta,
               -25, 25, xtol=1e-13)
    return prob(m)


def enumerated(theta, beta, J, J2=0.0, saddle=0.0):
    """Mean rightward hop rate per site and Var(N)/L."""
    p = ensemble(theta, beta, J, J2)
    right = hop_rates(OCC, beta, J, J2, saddle)[0].sum(axis=1)
    return p @ right / 14, (p @ NUM**2 - (p @ NUM)**2) / 14


def enumerated_D(*args, **kw):
    sigma, var = enumerated(*args, **kw)
    return sigma / var


def slope(func, beta, h=0.03):
    """-d ln(func)/d beta by central difference."""
    return -(np.log(func(beta + h)) - np.log(func(beta - h))) / (2 * h)


def transitions(states, right, left):
    """New state, old state and rate of every allowed hop."""
    L = right.shape[1]
    rows, cols, vals = [], [], []
    for rates, s in ((right, 1), (left, -1)):
        for i in range(L):
            old = np.flatnonzero(rates[:, i] > 0)
            flip = (1 << i) | (1 << ((i + s) % L))
            rows.append(np.searchsorted(states, states[old] ^ flip))
            cols.append(old)
            vals.append(rates[old, i])
    return np.concatenate(rows), np.concatenate(cols), np.concatenate(vals)


def with_losses(rows, cols, vals, total):
    diag = np.arange(len(total))
    return coo_matrix((np.concatenate([vals, -total]),
                       (np.concatenate([rows, diag]),
                        np.concatenate([cols, diag]))),
                      shape=(len(total), len(total))).tocsr()


def master_equation(L, N, beta, J, J2=0.0, saddle=0.0):
    """Symmetrized generator for N adatoms, probabilities, currents."""
    occ = occupations(L)
    states = np.flatnonzero(occ.sum(axis=1) == N)
    occ = occ[states]
    energy = 0.5 * (occ * site_energy(occ, J, J2)).sum(axis=1)
    p = np.exp(-beta * (energy - energy.min()))
    p /= p.sum()
    right, left = hop_rates(occ, beta, J, J2, saddle)
    rows, cols, vals = transitions(states, right, left)
    total = (right + left).sum(axis=1)
    m = with_losses(rows, cols, vals * np.sqrt(p[cols] / p[rows]), total)
    assert abs(m - m.T).max() < 1e-9      # detailed balance
    return m, p, (right - left).sum(axis=1), total


def memory_fraction(beta, J, J2=0.0, saddle=0.0, L=12, N=6):
    """Part of the mean hop rate cancelled by current correlations."""
    m, p, current, total = master_equation(L, N, beta, J, J2, saddle)
    root = np.sqrt(p)
    v = root * current
    y = np.linalg.solve(-m.toarray() + np.outer(root, root), v)
    return 2 * (v @ y) / (p @ total)


def relaxation_D(beta, J, saddle=0.0):
    """D at half coverage from the slowest decay rate of finite rings:
    value on the largest ring, and extrapolation in 1/L."""
    sizes, values = np.array([8, 12, 16]), []
    for L in sizes:
        m = master_equation(int(L), int(L) // 2, beta, J, 0.0, saddle)[0]
        v0 = np.random.default_rng(1).normal(size=m.shape[0])
        ev = np.sort(eigsh(m, k=3, which='LA', v0=v0, ncv=40, tol=1e-9,
                           return_eigenvectors=False))
        assert abs(ev[-1]) < 1e-6         # equilibrium state
        values.append(-ev[-2] / (2 - 2 * np.cos(2 * np.pi / L)))
    return values[-1], np.polyfit(1 / sizes, values, 2)[-1]


def spreading_D(theta, beta, J, saddle=0.0, time=0.5, L=16):
    """D from the growing second moment of the density correlation."""
    occ = occupations(L)
    p = ensemble(theta, beta, J, occ=occ)
    right, left = hop_rates(occ, beta, J, 0.0, saddle)
    w = with_losses(*transitions(np.arange(2**L), right, left),
                    (right + left).sum(axis=1))
    start = p * occ[:, 0]
    end = expm_multiply(w * time, start)
    site = np.arange(L)
    distance = np.minimum(site, L - site)
    growth = distance**2 @ (occ.T @ (end - start))
    return growth / (2 * time * enumerated(theta, beta, J)[1])


# ---------- example parameters ----------
a_nm, E_d, nu, J0, T = 0.28, 0.60, 3e12, 0.04, 350.0
beta = 1 / (KB * T)
coverages = (0.10, 0.25, 0.50, 0.75, 0.90)

# ---------- test: the current is a gradient, bond by bond ----------
right, left = hop_rates(OCC, beta, J0)
bond_current = right - neighbour(left, 1)
n_l, n_r = neighbour(OCC, -1), neighbour(OCC, 1)
h_site = OCC + (np.exp(beta * J0) - 1) * (n_l * OCC + OCC * n_r
                                          - n_l * OCC * n_r)
assert np.abs(bond_current - (h_site - neighbour(h_site, 1))).max() < 1e-10
p = ensemble(0.3, beta, J0)
H = h_site.sum(axis=1)
D_gradient = ((p @ (H * NUM) - (p @ H) * (p @ NUM))
              / (p @ NUM**2 - (p @ NUM)**2))
assert abs(D_gradient / formula_D(0.3, beta, J0) - 1) < 1e-4

# ---------- test: D, its two factors and both slope parts ----------
for J in (J0, -J0):
    for th in coverages:
        sigma, var = enumerated(th, beta, J)
        R, Phi = formula_factors(th, beta, J)
        assert abs(sigma / th / R - 1) < 1e-4
        assert abs(th / var / Phi - 1) < 1e-4
        assert abs(sigma / var / formula_D(th, beta, J) - 1) < 1e-4
        s_rate = slope(lambda b: enumerated(th, b, J)[0], beta)
        s_comp = slope(lambda b: 1 / enumerated(th, b, J)[1], beta)
        f_rate, f_comp = formula_shifts(th, beta, J)
        assert abs(s_rate - f_rate) < 2e-5 and abs(s_comp - f_comp) < 2e-5
        assert (s_rate + s_comp) * J < 0

# ---------- test: limits and half coverage ----------
z = np.exp(-beta * J0)
w = np.sqrt(z)
for th in coverages:
    assert abs(enumerated_D(th, beta, 0.0) - 1) < 1e-8
low = (enumerated_D(1e-3, beta, J0) - 1) / 1e-3
assert abs(low / (4 * (1 - z)) - 1) < 0.02       # next order in coverage
assert abs(enumerated_D(0.999, beta, J0) * z - 1) < 0.02
half_shift = -J0 - 0.5 * J0 / (1 + 1 / w)
assert abs(slope(lambda b: enumerated_D(0.5, b, J0), beta)
           - half_shift) < 2e-5
assert abs(slope(lambda b: 1 / enumerated(0.5, b, J0)[1], beta)
           + J0 / 2) < 2e-5

# ---------- test: D against the time evolution, full strength ----------
# tolerance: correlations reaching around the ring of 16 sites
spread = {J: spreading_D(0.25, beta, J) for J in (J0, -J0)}
for J in spread:
    assert abs(spread[J] / formula_D(0.25, beta, J) - 1) < 0.01
assert memory_fraction(beta, J0) < 1e-12

# ---------- test: D against decay rates, weaker interaction ----------
# small rings: the 1/L series is short enough only for weak interaction
Jw = J0 / 4
weak = {J: relaxation_D(beta, J)[1] for J in (Jw, -Jw)}
for J in weak:
    assert abs(weak[J] / formula_D(0.5, beta, J) - 1) < 0.02
weak_sad = relaxation_D(beta, Jw, Jw / 2)[1]
weak_sad_ref = (saddle_formula(beta, Jw)
                * (1 - memory_fraction(beta, Jw, saddle=Jw / 2)))
assert abs(weak_sad / weak_sad_ref - 1) < 0.02

# ---------- saddle interactions: same equilibrium, other kinetics ----------
sad = J0 / 2
mem_sad = memory_fraction(beta, J0, saddle=sad)
assert mem_sad > 1e-6
D_sad_mean = enumerated_D(0.5, beta, J0, saddle=sad)
assert abs(D_sad_mean / saddle_formula(beta, J0) - 1) < 1e-4
D_sad = D_sad_mean * (1 - mem_sad)
# at finite time the memory correction is only partly developed
upper = enumerated_D(0.25, beta, J0, saddle=sad)
lower = upper * (1 - memory_fraction(beta, J0, saddle=sad, N=3))
spread_sad = spreading_D(0.25, beta, J0, sad)
assert 0.99 * lower < spread_sad < 1.01 * upper
shift_sad = slope(lambda b: enumerated_D(0.5, b, J0, saddle=sad)
                  * (1 - memory_fraction(b, J0, saddle=sad)), beta)
full_sad = slope(lambda b: enumerated_D(0.999, b, J0, saddle=sad), beta)
assert abs(full_sad) < 0.02 * J0                 # slope returns to E_d

# ---------- other neglected effects, half coverage, repulsion ----------
J2 = J0 / 8
shift_J2 = slope(lambda b: enumerated_D(0.5, b, J0, J2)
                 * (1 - memory_fraction(b, J0, J2)), beta)
K = J0 / 4                                       # summed trough coupling


def trough_D(b):
    R, Phi = formula_factors(0.5, b, J0)
    return np.exp(b * K * 0.5) * R * (Phi + b * K * 0.5)


shift_trough = slope(trough_D, beta)


def quantum_factor(b):
    """Harmonic well and parabolic barrier of equal frequency nu."""
    u = b * H_EV * nu
    return np.sinh(u / 2) / np.sin(u / 2)


cross_extra = 0.30

# ---------- printed numbers ----------
print(f"spacing a = {a_nm} nm, E_d = {E_d:.2f} eV, nu = {nu:.1e} Hz")
print(f"|J| = {J0*1e3:.0f} meV, T = {T:.0f} K, kT = {1e3/beta:.2f} meV")
print(f"beta|J| = {beta*J0:.4f}, z (repulsion) = {z:.4f}")
for J, name in ((J0, "repulsion"), (-J0, "attraction")):
    print(f"{name}: theta, R/Gamma0, Phi, D/D_iso, slope shift in meV:"
          " rate, compressibility, total")
    for th in coverages:
        R, Phi = formula_factors(th, beta, J)
        s1, s2 = formula_shifts(th, beta, J)
        print(f"  {th:.2f} {R:.4f} {Phi:.4f} {formula_D(th, beta, J):.4f}"
              f" {s1*1e3:+.2f} {s2*1e3:+.2f} {(s1+s2)*1e3:+.2f}")
D_iso = (a_nm * 1e-7)**2 * nu * np.exp(-beta * E_d)
print(f"isolated D at {T:.0f} K = {D_iso:.3e} cm2/s")
temps = np.linspace(300, 400, 11)
bs = 1 / (KB * temps)
print(f"fits at theta = 0.5, {temps[0]:.0f} to {temps[-1]:.0f} K:")
for J, name in ((J0, "repulsion"), (0.0, "no interaction"),
                (-J0, "attraction")):
    lnD = np.log((a_nm * 1e-7)**2 * nu * formula_D(0.5, bs, J)) - bs * E_d
    c = np.polyfit(bs, lnD, 1)
    res = np.abs(lnD - np.polyval(c, bs)).max()
    print(f"  {name}: D({T:.0f} K) = {D_iso*formula_D(0.5, beta, J):.3e}"
          f" cm2/s, slope = {-c[0]:.4f} eV")
    print(f"    prefactor = {np.exp(c[1]):.3e} cm2/s,"
          f" largest misfit of ln D = {res:.1e}")
    print(f"    isolated hop rate misjudged by factor"
          f" {np.exp(beta*(E_d + c[0])):.3f} if slope is taken as E_d")
print(f"bare prefactor a^2 nu = {(a_nm*1e-7)**2*nu:.3e} cm2/s")
print("D/D_iso at theta = 0.25 from spreading, and from the formula:")
for J, name in ((J0, "repulsion"), (-J0, "attraction")):
    print(f"  {name}: {spread[J]:.4f}, {formula_D(0.25, beta, J):.4f}")
print(f"D/D_iso at theta = 0.5, |J| = {Jw*1e3:.0f} meV,"
      " from decay rates, and from the formula:")
for J, name in ((Jw, "repulsion"), (-Jw, "attraction")):
    print(f"  {name}: {weak[J]:.4f}, {formula_D(0.5, beta, J):.4f}")
print(f"  raised saddle: {weak_sad:.4f}, {weak_sad_ref:.4f}")
print(f"same at |J| = {J0*1e3:.0f} meV (not asserted):"
      " ring of 16, extrapolated, formula:")
for J, s, ref, name in ((J0, 0.0, formula_D(0.5, beta, J0), "repulsion"),
                        (-J0, 0.0, formula_D(0.5, beta, -J0), "attraction"),
                        (J0, sad, D_sad, "raised saddle")):
    ring, extrapolated = relaxation_D(beta, J, s)
    print(f"  {name}: {ring:.4f}, {extrapolated:.4f}, {ref:.4f}")
print("neglected effects, repulsion, theta = 0.5:")
print(f"  reference slope shift = {half_shift*1e3:+.2f} meV")
print(f"  saddle raised {sad*1e3:.0f} meV per neighbour:"
      f" shift = {shift_sad*1e3:+.2f} meV")
print(f"    D/D_iso = {D_sad:.4f}, memory fraction {mem_sad:.2e}")
print(f"    slope shift at theta = 0.999: {full_sad*1e3:+.3f} meV")
print(f"  second neighbours {J2*1e3:.0f} meV:"
      f" shift = {shift_J2*1e3:+.2f} meV")
print(f"  trough coupling {K*1e3:.0f} meV (mean field):"
      f" shift = {shift_trough*1e3:+.2f} meV")
print(f"  quantum rate factor = {quantum_factor(beta):.4f},"
      f" added shift = {slope(quantum_factor, beta)*1e3:+.2f} meV")
print(f"  tunnelling crossover = {H_EV*nu/(2*np.pi*KB):.1f} K")
print(f"  cross-trough hop ratio for +{cross_extra:.2f} eV ="
      f" {np.exp(-beta*cross_extra):.1e}")
print("verified")
```

Running it gives:

```
spacing a = 0.28 nm, E_d = 0.60 eV, nu = 3.0e+12 Hz
|J| = 40 meV, T = 350 K, kT = 30.16 meV
beta|J| = 1.3262, z (repulsion) = 0.2655
repulsion: theta, R/Gamma0, Phi, D/D_iso, slope shift in meV: rate, compressibility, total
  0.10 1.0522 1.2955 1.3631 -2.54 -2.60 -5.14
  0.25 1.1513 1.9896 2.2906 -8.64 -8.87 -17.50
  0.50 1.2809 3.8817 4.9719 -26.80 -20.00 -46.80
  0.75 0.8797 5.9688 5.2508 -38.48 -8.87 -47.35
  0.90 0.3735 11.6597 4.3546 -39.86 -2.60 -42.45
attraction: theta, R/Gamma0, Phi, D/D_iso, slope shift in meV: rate, compressibility, total
  0.10 0.6068 0.7865 0.4773 +16.63 +13.59 +30.22
  0.25 0.3626 0.7603 0.2757 +26.00 +18.37 +44.37
  0.50 0.1752 1.0305 0.1805 +33.20 +20.00 +53.20
  0.75 0.0724 2.2810 0.1652 +37.40 +18.37 +55.78
  0.90 0.0271 7.0781 0.1915 +39.28 +13.59 +52.87
isolated D at 350 K = 5.393e-12 cm2/s
fits at theta = 0.5, 300 to 400 K:
  repulsion: D(350 K) = 2.681e-11 cm2/s, slope = 0.5533 eV
    prefactor = 2.481e-03 cm2/s, largest misfit of ln D = 6.6e-04
    isolated hop rate misjudged by factor 4.711 if slope is taken as E_d
  no interaction: D(350 K) = 5.393e-12 cm2/s, slope = 0.6000 eV
    prefactor = 2.352e-03 cm2/s, largest misfit of ln D = 1.8e-14
    isolated hop rate misjudged by factor 1.000 if slope is taken as E_d
  attraction: D(350 K) = 9.737e-13 cm2/s, slope = 0.6533 eV
    prefactor = 2.481e-03 cm2/s, largest misfit of ln D = 6.6e-04
    isolated hop rate misjudged by factor 0.171 if slope is taken as E_d
bare prefactor a^2 nu = 2.352e-03 cm2/s
D/D_iso at theta = 0.25 from spreading, and from the formula:
  repulsion: 2.2865, 2.2906
  attraction: 0.2757, 0.2757
D/D_iso at theta = 0.5, |J| = 10 meV, from decay rates, and from the formula:
  repulsion: 1.5106, 1.5083
  attraction: 0.6583, 0.6584
  raised saddle: 1.2699, 1.2692
same at |J| = 40 meV (not asserted): ring of 16, extrapolated, formula:
  repulsion: 4.8715, 5.1045, 4.9719
  attraction: 0.1701, 0.1794, 0.1805
  raised saddle: 2.3472, 2.2995, 2.2859
neglected effects, repulsion, theta = 0.5:
  reference slope shift = -46.80 meV
  saddle raised 20 meV per neighbour: shift = -19.71 meV
    D/D_iso = 2.2859, memory fraction 5.94e-03
    slope shift at theta = 0.999: -0.022 meV
  second neighbours 5 meV: shift = -52.64 meV
  trough coupling 10 meV (mean field): shift = -52.22 meV
  quantum rate factor = 1.0142, added shift = -0.85 meV
  tunnelling crossover = 22.9 K
  cross-trough hop ratio for +0.30 eV = 4.8e-05
verified
```
